# Internal surface of films with spherical pores: leading estimate and first corrections: test program

```python
"""Internal surface of a porous film.

Result under test: separate spherical pores of equal radius r that fill a
fraction phi of the film have wall area per film volume s = 3*phi/r.
Also tested: separate pores of mixed radii, s = 3*phi*<r^2>/<r^3>, and
equal spheres placed independently so that they may overlap,
s = -(3/r)*(1-phi)*log(1-phi).
Lengths are in nm. The measured area is the volume of a thin layer
around the pore walls divided by the layer thickness.
"""
import numpy as np
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)

radius = 1.0            # nm
porosity = 0.30         # pore volume / film volume
half_layer = 0.05       # nm, layer reaches this far on each side of a wall
sample_count = 400_000
# 1 nm^2/nm^3 expressed in m^2/cm^3
to_m2_per_cm3 = (1e-9) ** 2 / (1e-7) ** 3


def sphere_volume(r):
    return 4.0 * np.pi * r**3 / 3.0


def place_separate(radii, box):
    """Random sequential placement of non-overlapping spheres."""
    centres = np.empty((len(radii), 3))
    placed = 0
    for _ in range(400_000):
        trial = rng.random(3) * box
        shift = centres[:placed] - trial
        shift -= box * np.round(shift / box)
        contact = radii[:placed] + radii[placed]
        if np.all(np.sum(shift**2, axis=1) >= contact**2):
            centres[placed] = trial
            placed += 1
            if placed == len(radii):
                return centres
    raise RuntimeError("placement did not finish")


def measure(centres, radii, box):
    """Return porosity and wall area per volume from random points."""
    points = rng.random((sample_count, 3)) * box
    wall_distance = np.full(sample_count, np.inf)  # negative inside a pore
    for r in np.unique(radii):
        tree = cKDTree(centres[radii == r], boxsize=box)
        nearest = tree.query(points)[0]
        wall_distance = np.minimum(wall_distance, nearest - r)
    inside = np.mean(wall_distance < 0.0)
    in_layer = np.mean(np.abs(wall_distance) < half_layer)
    return inside, in_layer / (2.0 * half_layer)


# Derived values for the worked example
pore_volume = sphere_volume(radius)
pore_area = 4.0 * np.pi * radius**2
pore_density = porosity / pore_volume
spacing = pore_density ** (-1.0 / 3.0)
area_equal = 3.0 * porosity / radius
assert spacing > 2.0 * radius

# Cubic array: one pore in a periodic cell
cubic_phi, cubic_area = measure(
    np.full((1, 3), spacing / 2.0), np.array([radius]), spacing)

# Random separate equal pores
equal_radii = np.full(600, radius)
equal_box = (np.sum(sphere_volume(equal_radii)) / porosity) ** (1 / 3)
equal_phi, equal_area = measure(
    place_separate(equal_radii, equal_box), equal_radii, equal_box)

# Random separate pores of two sizes, larger ones placed first
small_radius, large_radius = 0.5, 1.5
mixed_radii = np.repeat([large_radius, small_radius], 250)
mixed_box = (np.sum(sphere_volume(mixed_radii)) / porosity) ** (1 / 3)
mixed_phi, mixed_area = measure(
    place_separate(mixed_radii, mixed_box), mixed_radii, mixed_box)
area_mixed = (3.0 * porosity * np.mean(mixed_radii**2)
              / np.mean(mixed_radii**3))

# Independently placed equal spheres, overlap allowed
overlap_count = 20_000
centre_density = -np.log(1.0 - porosity) / pore_volume
overlap_box = (overlap_count / centre_density) ** (1 / 3)
overlap_phi, overlap_area = measure(
    rng.random((overlap_count, 3)) * overlap_box,
    np.full(overlap_count, radius), overlap_box)
area_overlap = -3.0 / radius * (1 - porosity) * np.log(1 - porosity)

# Tolerances cover sampling noise and the finite layer thickness
for phi in (cubic_phi, equal_phi, mixed_phi):
    assert abs(phi - porosity) < 0.004
assert abs(overlap_phi - porosity) < 0.008
assert abs(cubic_area / area_equal - 1) < 0.025
assert abs(equal_area / area_equal - 1) < 0.025
assert abs(mixed_area / area_mixed - 1) < 0.025
assert abs(overlap_area / area_overlap - 1) < 0.03
# Mixed sizes and overlap each lower the area at this porosity
assert mixed_area < 0.9 * equal_area
assert overlap_area < 0.9 * equal_area

u = to_m2_per_cm3
print(f"pore radius: {radius:.1f} nm")
print(f"porosity: {porosity:.2f} (fraction of film volume)")
print(f"volume of one pore: {pore_volume:.3f} nm^3")
print(f"wall area of one pore: {pore_area:.3f} nm^2")
print(f"pores per film volume: {pore_density:.5f} nm^-3")
print(f"cubic-array spacing: {spacing:.3f} nm")
print(f"wall area per film volume: {area_equal:.3f} nm^2/nm^3")
print(f"1 nm^2/nm^3 equals: {u:.0f} m^2/cm^3")
print(f"wall area, equal separate pores: {area_equal*u:.0f} m^2/cm^3")
print(f"same area per solid volume: "
      f"{area_equal/(1-porosity)*u:.0f} m^2/cm^3")
print(f"area if 1 nm were the diameter: "
      f"{3*porosity/(radius/2)*u:.0f} m^2/cm^3")
print(f"two-size film radii: {small_radius:.1f} and {large_radius:.1f} nm")
print(f"two-size mean r^2: {np.mean(mixed_radii**2):.3f} nm^2")
print(f"two-size mean r^3: {np.mean(mixed_radii**3):.3f} nm^3")
print(f"two-size film, formula: {area_mixed*u:.0f} m^2/cm^3")
print(f"overlapping pores, formula: {area_overlap*u:.0f} m^2/cm^3")
print(f"random points per structure: {sample_count}")
print(f"full wall-layer thickness: {2*half_layer:.2f} nm")
print("measured with random points:")
for label, phi, area in (
        ("cubic array", cubic_phi, cubic_area),
        ("random separate equal pores", equal_phi, equal_area),
        ("random separate two-size pores", mixed_phi, mixed_area),
        ("overlapping equal pores", overlap_phi, overlap_area)):
    print(f"  {label}: porosity {phi:.4f}, area {area*u:.0f} m^2/cm^3")
print("done: every assertion held")
```

Printed output:

```
pore radius: 1.0 nm
porosity: 0.30 (fraction of film volume)
volume of one pore: 4.189 nm^3
wall area of one pore: 12.566 nm^2
pores per film volume: 0.07162 nm^-3
cubic-array spacing: 2.408 nm
wall area per film volume: 0.900 nm^2/nm^3
1 nm^2/nm^3 equals: 1000 m^2/cm^3
wall area, equal separate pores: 900 m^2/cm^3
same area per solid volume: 1286 m^2/cm^3
area if 1 nm were the diameter: 1800 m^2/cm^3
two-size film radii: 0.5 and 1.5 nm
two-size mean r^2: 1.250 nm^2
two-size mean r^3: 1.750 nm^3
two-size film, formula: 643 m^2/cm^3
overlapping pores, formula: 749 m^2/cm^3
random points per structure: 400000
full wall-layer thickness: 0.10 nm
measured with random points:
  cubic array: porosity 0.2994, area 890 m^2/cm^3
  random separate equal pores: porosity 0.3008, area 898 m^2/cm^3
  random separate two-size pores: porosity 0.2995, area 641 m^2/cm^3
  overlapping equal pores: porosity 0.2989, area 744 m^2/cm^3
done: every assertion held
```
